# Comparing tight-binding structure energies at equal repulsion or equal second moment, part 1

(Sections cited here and not found follow in the later parts.)

Someone who has a Hückel or tight-binding Hamiltonian and wants to know which of two crystal structures is the more stable must decide at what size to compare them. The band calculation gives an attractive energy that grows in size as the atoms are pushed together, so either structure can be made to win by compressing it a little more. The candidates for a fair comparison are equal volume, equal nearest-neighbour distance, equal repulsive energy and equal second moment of the density of states, and they can give different signs for the same pair of structures. Pettifor's structural energy difference theorem says that equal repulsive energy is the choice for which the attractive energies alone give the answer, up to an error of second order. Lee's second-moment scaling uses equal second moment, which needs no repulsive potential at all. It is the same recipe for one particular form of the repulsion and, apart from special pairs of structures, a different recipe with a first-order error for any other.

Hartree atomic units are used, with results also in eV and ångström. Energies are per atom unless a cluster is named. Each structure $s=1,2$ has a fixed shape and one free length $R$, for instance its nearest-neighbour distance, and its energy is split as

$$U_s(R)=U^{\rm rep}_s(R)+U^{\rm bond}_s(R).$$

The one property asked of the repulsive part is that it decreases strictly with $R$. It can then be inverted, and the value of the repulsion itself, $x=U^{\rm rep}_s(R)$, serves as the coordinate in place of $R$. Write $B_s(x)$ for the bond energy of structure $s$ when it has been scaled so that its repulsion equals $x$. In this coordinate

$$U_s(x)=x+B_s(x),$$

and a prime will always mean $d/dx$. By the chain rule $B_s'=(dU_s^{\rm bond}/dR)/(dU_s^{\rm rep}/dR)$. Let $x_s$ be the minimum of $U_s$. There $U_s'=0$, so

$$B_s'(x_s)=-1 ,$$

which is the balance of the repulsive and attractive forces. The quantity wanted is the difference of the two relaxed energies, and the quantity that is cheap to compute is the difference of bond energies at equal repulsion:

$$\Delta U=U_2(x_2)-U_1(x_1),\qquad D(x)=B_2(x)-B_1(x).$$

Because the term $x$ is common to both structures, it cancels in the difference at equal $x$, and

$$U_2(x)=U_1(x)+D(x).$$

Assume that both functions are defined on an interval containing $x_1$ and $x_2$, and that $x_s$ is the lowest point of $U_s$ on that interval. Since $x_2$ minimizes $U_2$, we have $U_2(x_2)\le U_2(x_1)=U_1(x_1)+D(x_1)$, and subtracting $U_1(x_1)$ gives $\Delta U\le D(x_1)$. Since $x_1$ minimizes $U_1$, we have $U_1(x_1)\le U_1(x_2)=U_2(x_2)-D(x_2)$, and rearranging gives $\Delta U\ge D(x_2)$. Together,

$$D(x_2)\le\Delta U\le D(x_1).$$

These bounds use no smallness and no smoothness. They have a practical asymmetry. If structure 2, prepared at the repulsion of the relaxed reference, has the lower bond energy, $D(x_1)<0$, then it is certainly the more stable. If $D(x_1)>0$ nothing is yet proved, because relaxing structure 2 lowers it further; the proof that structure 1 wins is $D(x_2)>0$.

The size of the gap between the bounds follows from a continuous path between the structures. Now assume that $B_1$ and $B_2$ have three continuous derivatives and that $U_1''>0$ and $U_2''>0$ on the interval. Define

$$U_t(x)=U_1(x)+tD(x)=(1-t)U_1(x)+tU_2(x),\qquad 0\le t\le1,$$

where $t=0$ is structure 1 and $t=1$ is structure 2. To avoid a clash of subscripts, the symbols $x_1,x_2,U_1,U_2$ keep their meaning as labels of the structures, and $x_t,U_t$ with the letter $t$ refer to the path. $U_t''$ is a weighted mean of two positive numbers and so is positive. $U_t'$ has the sign of $tU_2'$ at $x_1$ and the sign of $(1-t)U_1'$ at $x_2$, and these are opposite because each convex $U_s$ slopes toward its own minimum; hence $U_t$ has a single minimum $x_t$ between $x_1$ and $x_2$. Let $E(t)=U_t(x_t)$. Differentiating,

$$\frac{dE}{dt}=D(x_t)+U_t'(x_t)\frac{dx_t}{dt}=D(x_t),$$

because $U_t'(x_t)=0$. This is the step that makes the theorem work: the shift of the equilibrium costs nothing to first order. With $f(t)=D(x_t)$,

$$\Delta U=E(1)-E(0)=\int_0^1 f(t)\,dt,\qquad f(0)=D(x_1),\quad f(1)=D(x_2).$$

The motion of $x_t$ comes from differentiating the condition $U_1'(x_t)+tD'(x_t)=0$ with respect to $t$, which gives $D'+U_t''\,\dot x_t=0$, so

$$\dot x_t=-\frac{D'}{U_t''},\qquad \dot f=D'\dot x_t=-\frac{D'^2}{U_t''}\le0,$$

with everything evaluated at $x_t$. The function $f$ falls steadily from $D(x_1)$ to $D(x_2)$, and $\Delta U$ is its average, which is the pair of bounds again. For the second derivative, the numerator changes as $d(D'^2)/dt=2D'D''\dot x_t$ and the denominator as $dU_t''/dt=D''+U_t'''\dot x_t$, the first term from the explicit $t$ and the second from the moving point. The quotient rule gives

$$\ddot f=-\frac{2D'D''\dot x_t}{U_t''}+\frac{D'^2\,(D''+U_t'''\dot x_t)}{U_t''^2}
=\frac{3D'^2D''}{U_t''^2}-\frac{D'^3U_t'''}{U_t''^3},$$

where $\dot x_t=-D'/U_t''$ has been inserted and the two terms $2D'^2D''/U_t''^2$ and $D'^2D''/U_t''^2$ added. If the $x$-dependence of $D$ is of some small order $\eta$, meaning that $D'$ and $D''$ are of order $\eta$, then $\dot f$ is of order $\eta^2$ and $\ddot f$ of order $\eta^3$.

Integrate $\int_0^1 f\,dt$ by parts, taking $-(1-t)$ as the integral of 1. The boundary term is $f(0)$ and what remains is $\int_0^1(1-t)\dot f\,dt$. A second integration by parts, with $-(1-t)^2/2$ as the integral of $1-t$, gives the boundary term $\dot f(0)/2$ and the remainder $\tfrac12\int_0^1(1-t)^2\ddot f\,dt$. Therefore

$$\Delta U=D(x_1)-\frac{D'(x_1)^2}{2U_1''(x_1)}+\frac12\int_0^1(1-t)^2\,\ddot f\,dt .$$

This is the structural energy difference theorem with its error terms: to first order, $\Delta U$ is the difference in bond energy between two structures prepared with the same repulsive energy. The second term has a plain meaning. Since $U_1'(x_1)=0$, the slope $D'(x_1)$ equals $U_2'(x_1)$, the unbalanced force left on structure 2 when it is held at $x_1$, and the term is the energy released when a spring relaxes under that force. It is never positive.

The small quantity in the theorem is not $\Delta U$ itself. The error is governed by $D'$, and $\Delta U$ does not control $D'$. A constant added to $B_2$ changes $\Delta U$ and $D$ by the same amount and leaves the error alone, so a large $\Delta U$ can be given exactly. Conversely two structures can be degenerate by accident, $\Delta U=0$, while their bond energies have different slopes, and then $D(x_1)$ is positive, $D(x_2)$ is negative, and the estimate is all error. Near a predicted crossing the bounds say how wide the undecided region is.

The two bounds together give a better estimate. Integrating $\int_0^1t(1-t)\ddot f\,dt$ by parts once gives $-\int_0^1(1-2t)\dot f\,dt$, since $t(1-t)$ vanishes at both ends. Integrating again, $\int_0^1(1-2t)\dot f\,dt=-f(1)-f(0)+2\int_0^1f\,dt$. Solving for the integral of $f$,

$$\Delta U=\tfrac12\,[D(x_1)+D(x_2)]-\tfrac12\int_0^1t(1-t)\,\ddot f\,dt ,$$

so the mean of the two bounds is in error only at order $\eta^3$, by about $-\ddot f/12$ because $\int_0^1t(1-t)\,dt=1/6$. Finding $x_2$ exactly means relaxing structure 2, and then $\Delta U$ is known without any estimate. To use the mean as a shortcut, replace $x_2$ by $x_1-D'(x_1)/U_1''(x_1)$, which follows from $\dot x_t$ at $t=0$. This is wrong by order $\eta^2$, and since $D'$ is of order $\eta$ it changes the mean only at order $\eta^3$.

Nothing in the proof used the word repulsive except the monotonic behaviour. The same argument holds for any way of pairing the sizes of the two structures, equal volume for example, provided that $D$ is taken as the difference of total energies at the paired sizes. What is special about pairing by $x$ is that the repulsive parts cancel, so that the total difference is the bond difference. Pairing by volume or by bond length and still comparing only band energies drops a term $U_2^{\rm rep}-U_1^{\rm rep}$ which is in general of first order and, for a change of coordination, can be as large as the term kept. The freedom in the proof also shows how to extend it. At pressure $P$ the function to minimize is $U+PV$; the term $PV$ is counted in $B$, and since the volumes at equal repulsion differ, $P(V_2-V_1)$ must be kept in $D$. If a structure has internal shape parameters, such as an axial ratio, $B_s(x)$ is defined as the lowest bond energy over all shapes with repulsion $x$; minimizing first at fixed $x$ and then over $x$ reaches the same overall minimum, and the proof is unchanged. The expansion, though not the pair of bounds, fails where $B_s$ has a kink, as at a level crossing between an occupied and an empty state or at a discontinuous collapse of a magnetic moment, and it becomes useless where $U''$ is small. If the moment $m$ vanishes continuously in the ordinary way, with a magnetic energy $am^2+cm^4$, $c>0$, and $a$ passing linearly through zero as $x$ changes, the minimum over $m$ is $-a^2/4c$ for $a<0$ and zero for $a>0$, so the slope of $B_s$ is continuous and only its curvature jumps; the error of $D(x_1)$ is then still of second order as long as $U''$ stays positive on both sides, but the third-order accuracy of the mean of the bounds is no longer assured. The coordinate $x$ itself fails if the part called repulsive has an attractive tail and is not monotonic.

A small cluster tests these statements without any simplifying scaling property. Take four atoms, each with one $s$ orbital at energy zero, at the corners of a rhombus of side $R$ and angle $\theta$, so that the six distances are $R$ four times, $2R\sin(\theta/2)$ and $2R\cos(\theta/2)$. Every pair at distance $r$ has hopping $-h_0e^{-q(r/R_0-1)}$ and repulsion $\phi_0e^{-p(r/R_0-1)}$, with chosen values $h_0=0.05$ Ha, $\phi_0=0.02$ Ha, $q=3$, $p=9$, $R_0=5$ bohr. Two electrons fill the lowest level, which is non-degenerate because all hoppings are negative, so $B$ is smooth. The reference at $\theta=70^\circ$ relaxes to $R=5.02686$ bohr with $x_1=0.081316$ Ha, $B_1=-0.237051$ Ha and $U_1''=8.04878$ Ha$^{-1}$, all per cluster. Opening the angle by $\delta=0.1$ rad gives $\Delta U=3.662466\times10^{-3}$ Ha, which lies between $D(x_2)=3.659608\times10^{-3}$ Ha and $D(x_1)=3.665305\times10^{-3}$ Ha. The actual error $\Delta U-D(x_1)=-2.8395\times10^{-6}$ Ha is close to the second-order term, $-2.8215\times10^{-6}$ Ha, and the mean of the bounds misses by $9.1\times10^{-9}$ Ha. For $\delta=10^{-4}$ rad the error and the second-order term are both $-2.6128\times10^{-12}$ Ha. Halving $\delta$ from there divides the error of $D(x_1)$ by 4.0004 and the error of the mean by 8.0009, the signatures of second and third order.

To apply the theorem one needs the repulsion, or at least a rule for when two structures have the same repulsion. Second-moment scaling supplies such a rule from the Hamiltonian alone: each structure is scaled until the second moment of its density of states has a common value, and then the band energies are compared. Consider an orthogonal two-centre tight-binding Hamiltonian $H$ for $N$ atoms with $n_{\rm o}$ orbitals per atom (an average, for a compound), real matrix elements, on-site levels $\varepsilon_\alpha$ that do not depend on the structure, and no other on-site elements. The second moment per orbital about the mean level $\bar\varepsilon$ is the variance of the eigenvalues $e_k$, and since the sum of squared eigenvalues is a trace that can be taken in the orbital basis,

$$\mu_2=\frac{1}{Nn_{\rm o}}\sum_k(e_k-\bar\varepsilon)^2=\frac{1}{Nn_{\rm o}}{\rm Tr}\,(H-\bar\varepsilon)^2
=\frac1{Nn_{\rm o}}\sum_\alpha(\varepsilon_\alpha-\bar\varepsilon)^2+\frac1{Nn_{\rm o}}\sum_{\alpha\ne\beta}H_{\alpha\beta}^2 .$$

The last step writes the diagonal element of the square as $\sum_\beta(H-\bar\varepsilon)_{\alpha\beta}(H-\bar\varepsilon)_{\beta\alpha}$ and separates $\beta=\alpha$ from the rest. This is the moments theorem for paths of length two. The mean $\bar\varepsilon={\rm Tr}H/(Nn_{\rm o})$ and the first sum depend only on the composition, so at fixed composition equal $\mu_2$ means an equal hopping part.

The hopping part is a sum over ordered pairs of atoms $i\ne j$ of $M_{ij}={\rm Tr}(T_{ij}T_{ij}^{\rm T})$, where $T_{ij}$ is the block of $H$ between the orbitals of $i$ and those of $j$. In the two-centre approximation this depends on the distance only. With the quantization axis along the bond, cylindrical symmetry lets an orbital couple only to orbitals of the same $\sigma$, $\pi$ or $\delta$ component, and the block $T^{(0)}$ holds the bond integrals. For a bond in another direction, the orbitals on each atom are related to the bond-aligned ones by orthogonal matrices, $T=O_iT^{(0)}O_j^{\rm T}$. Then $TT^{\rm T}=O_iT^{(0)}T^{(0){\rm T}}O_i^{\rm T}$, and the trace is that of $T^{(0)}T^{(0){\rm T}}$, the sum of the squares of the bond integrals. For five $d$ orbitals there is one $\sigma$, two $\pi$ and two $\delta$ components,

so that $M(R)$ counts $dd\sigma^2$ once and $dd\pi^2$ and $dd\delta^2$ twice each; thus far the structural energy difference theorem has been proved with its bounds and error terms, and equal second moment at fixed composition has been reduced to an equal hopping part. It remains to find when equal second moment means equal repulsion, and how large the error is when it does not.
